# Which Bloch correction belongs to Bohr's stopping logarithm

A heavy point charge $Z_1e$ passes with speed $v$ an electron of mass $m$, bound as a harmonic oscillator of angular frequency $\omega$. With $e^2$ short for $e^2/4\pi\varepsilon_0$, the quantities available are $m$, $v$, $\omega$, $Z_1e^2$ and $\hbar$. Five quantities built from three dimensions leave two pure numbers,

$$\eta=\frac{Z_1e^2}{\hbar v},\qquad \frac{mv^2}{\hbar\omega}.$$

At an intermediate distance $p$ the ion gives the electron a sideways push, and the energy transferred falls as $1/p^2$. The number of electrons between $p$ and $p+dp$ grows as $p\,dp$, so the loss is an integral of $dp/p$: a logarithm of an outer length over an inner one. The outer length is $v/\omega$, beyond which the push is slow compared with the oscillation. The inner length belongs to collisions so brief that the binding plays no part, so $\omega$ cannot enter it. It must have the form $(\hbar/mv)F(\eta)$. For a fast ion the logarithm is therefore

$$L=\ln\frac{mv^2}{\hbar\omega}+G(\eta).$$

In a classical theory $\hbar$ must drop out, which requires $G=-\ln\eta+\text{const}$. In lowest-order perturbation theory $L$ cannot depend on $Z_1$, which requires $G=\text{const}$. The two reference logarithms thus differ by $\ln\eta$ plus a constant, and one function of $\eta$ cannot correct both.

## The belief and its appeal

From here on atomic units are used, $\hbar=m=e^2=1$, so that $\eta=Z_1/v$. The energy loss per path length is

$$S=\frac{4\pi Z_1^2N_e}{v^2}\,L,$$

with $N_e$ the electron density. The two leading logarithms are

$$L_{\rm Bethe}=\ln\frac{2v^2}{\omega},\qquad L_{\rm Bohr}=\ln\frac{2e^{-\gamma}v^3}{Z_1\omega},$$

where $\gamma$ is Euler's constant. The usual Bloch correction is

$$\Delta_{\rm B}=-\gamma-{\rm Re}\,\psi(1+i\eta),$$

with $\psi$ the digamma function.

The belief is that a slow or highly charged ion calls for Bohr's logarithm, and that quantum mechanics is then put in by adding $\Delta_{\rm B}$. It is tempting because Bohr's theory is classical and Bloch's correction comes from quantum scattering. But a correction is a difference between two results. $\Delta_{\rm B}$ is the difference between full Coulomb scattering and perturbation theory, whereas Bohr's logarithm needs the difference between full and classical scattering.

## Distant collisions

Choose a joining distance $p_0$ with

$$\max\left(\frac{Z_1}{v^2},\frac1v,\frac1{\sqrt\omega}\right)\ll p_0\ll\frac v\omega .$$

The length $1/\sqrt\omega$ is the size of the oscillator. For $p>p_0$ the force is then uniform across the electron's motion, and the ion's path is straight. The force along and across the path is

$$F_\parallel=\frac{Z_1vt}{(p^2+v^2t^2)^{3/2}},\qquad F_\perp=\frac{Z_1p}{(p^2+v^2t^2)^{3/2}} .$$

For one component the equation of motion is $\ddot x+\omega^2x=F$. Put $z=\dot x+i\omega x$. Then $\dot z=F+i\omega z$, so $d(ze^{-i\omega t})/dt=Fe^{-i\omega t}$. The energy is $|z|^2/2$, and for an oscillator at first at rest it ends as $\frac12\left|\int Fe^{-i\omega t}dt\right|^2$.

The integrals follow from

$$\int_{-\infty}^{\infty}\frac{\cos\omega t\,dt}{\sqrt{p^2+v^2t^2}}=\frac2vK_0(x),\qquad x=\frac{\omega p}{v}.$$

Differentiating with respect to $p$, with $K_0'=-K_1$, gives $2Z_1\omega K_1/v^2$ for the force across the path. Integrating the other component by parts gives the magnitude $2Z_1\omega K_0/v^2$. The transferred energy is

$$T(p)=\frac{2Z_1^2\omega^2}{v^4}\left[K_0^2(x)+K_1^2(x)\right].$$

Inserting this in $S=N_e\int2\pi p\,T\,dp$ and dividing by $4\pi Z_1^2N_e/v^2$ gives the distant share of $L$,

$$L_{\rm dist}=\int_{x_0}^\infty x\,(K_0^2+K_1^2)\,dx=x_0K_0(x_0)K_1(x_0),\qquad x_0=\frac{\omega p_0}{v}.$$

The last form is confirmed by differentiation: with $K_1'=-K_0-K_1/x$, the derivative of $xK_0K_1$ is $-x(K_0^2+K_1^2)$. For small $x_0$, $K_1\to1/x_0$ and $K_0\to\ln(2/x_0)-\gamma$, so

$$L_{\rm dist}=\ln\frac{2e^{-\gamma}v}{\omega p_0}.$$

A quantum oscillator gives the same mean loss. Its lowering operator obeys $\dot a=-i\omega a+iF/\sqrt{2\omega}$. Apart from the free phase, the pulse adds to $a$ a number $\alpha$ with $|\alpha|^2=|\int Fe^{i\omega t}dt|^2/2\omega$. Starting from the ground state, the mean energy gained is $\omega|\alpha|^2$, which is the classical value. The distant part therefore cannot tell the two theories apart.

## Close collisions, classical

For $p<p_0$ the electron is treated as free and at rest. Seen from the heavy ion it arrives with speed $v$ and is turned through an angle $\theta$. Its velocity changes by $2v\sin(\theta/2)$, so the energy transfer is $T=2v^2\sin^2(\theta/2)$. With angular momentum $J=pv$, Rutherford's law reads

$$\tan\frac\theta2=\frac{Z_1}{v^2p}=\frac\eta J,\qquad \sin^2\frac\theta2=\frac{\eta^2}{J^2+\eta^2}.$$

The loss is $S=4\pi N_e\int J\sin^2(\theta/2)\,dJ$, and the prefactor of $L$ is $4\pi N_e\eta^2$. Hence, with $J_0=p_0v\gg\eta$,

$$L_{\rm close}^{\rm cl}=\int_0^{J_0}\frac{J\,dJ}{J^2+\eta^2}=\frac12\ln\left(1+\frac{J_0^2}{\eta^2}\right)\to\ln\frac{p_0v}{\eta}.$$

Adding $L_{\rm dist}$ cancels $p_0$ and, since $v/\eta=v^2/Z_1$, gives $L_{\rm Bohr}$.

The constant was tested on classical trajectories of a bound electron, with impact parameters from $0.2\,Z_1/v^2$ out to several $v/\omega$. The collisions inside the smallest of these, which add only $\frac12\ln1.04\approx0.02$ to $L$, were taken from Rutherford's law. At $v^3/(Z_1\omega)=400$ the mean of the results for an attracting and a repelling ion was 6.106. The formula gives 6.107.

## Close collisions, quantum

The mean transfer is $v^2(1-\cos\theta)$ averaged over scattering, so $S=N_ev^2\sigma_{\rm tr}$ with $\sigma_{\rm tr}=\int(1-\cos\theta)\,d\sigma$. The wave number is $v$. With phase shifts $\delta_l$ the amplitude is $f=v^{-1}\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l$. The relation $(2l+1)\cos\theta P_l=(l+1)P_{l+1}+lP_{l-1}$ and the orthogonality of the $P_l$ give

$$\int|f|^2\cos\theta\,d\Omega=\frac{4\pi}{v^2}\sum_l2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).$$

The total cross-section is

$$\frac{4\pi}{v^2}\sum_l(2l+1)\sin^2\delta_l=\frac{4\pi}{v^2}\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1}),$$

where the part with weight $l$ has been relabelled. Subtracting, and using $\sin^2A+\sin^2B-2\sin A\sin B\cos(A-B)=\sin^2(A-B)$, leaves

$$\sigma_{\rm tr}=\frac{4\pi}{v^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).$$

These sums converge for a force of finite range. For $l$ well inside that range the phase differences are nearly those of the Coulomb force, $\delta_l=\arg\Gamma(l+1-i\eta)$ for attraction. Since $\Gamma(l+2-i\eta)=(l+1-i\eta)\Gamma(l+1-i\eta)$, neighbouring phases differ by $\arctan[\eta/(l+1)]$. With $n=l+1$, summed up to $J_0$,

$$L_{\rm close}^{\rm qu}=\sum_{n=1}^{J_0}\frac{n}{n^2+\eta^2}.$$

The series $\psi(1+z)=-\gamma+\sum_n[1/n-1/(n+z)]$ at $z=i\eta$ has the real part $-\gamma+\sum_n[1/n-n/(n^2+\eta^2)]$. Since $\sum_{n\le J_0}1/n\to\ln J_0+\gamma$,

$$L_{\rm close}^{\rm qu}\to\ln(p_0v)-{\rm Re}\,\psi(1+i\eta).$$

The classical integral and the quantum sum have the same integrand. Their difference is what Bohr's logarithm lacks, the inverse-Bloch term:

$$\Delta_{\rm inv}=\sum_n\frac{n}{n^2+\eta^2}-\int\frac{J\,dJ}{J^2+\eta^2}=\ln\eta-{\rm Re}\,\psi(1+i\eta).$$

It is the effect of angular momentum coming in whole steps. Adding $L_{\rm dist}$ to the quantum sum gives one result with two readings:

$$L=L_{\rm Bethe}+\Delta_{\rm B}=L_{\rm Bohr}+\Delta_{\rm inv}.$$

One step deserves scrutiny: cutting the sum at $l\approx p_0v$ identifies a partial wave with an impact parameter. Moving the cut by one unit changes $L$ by about $1/J_0$, which is negligible, but the constant should be checked separately. For $\eta\to0$ the formula must reproduce perturbation theory. A direct Born sum over all excited levels of a three-dimensional oscillator, at $2v^2/\omega=1000$, gave 6.905, against $\ln1000=6.908$.

The corrections were also tested without the cut at $l\approx p_0v$, on a screened Coulomb (Yukawa) force whose range times wave number was 60. Phase shifts came from the radial wave equation and deflection angles from classical orbits, both averaged over attraction and repulsion. At $\eta=1$ the quantum result minus the classical one was $-0.095$, and $\Delta_{\rm inv}=-0.095$. The quantum result minus the Born value was $-0.665$, and $\Delta_{\rm B}=-0.672$. At $\eta=2$ the second comparison gave $-1.272$ against $-1.292$; this gap of 0.020 grows to about 0.05 when the range is halved, so it shrinks as the range increases.

## What the wrong pairing does

Adding the usual term to Bohr's logarithm produces the error

$$(L_{\rm Bohr}+\Delta_{\rm B})-L=\Delta_{\rm B}-\Delta_{\rm inv}=-\gamma-\ln\eta=L_{\rm Bohr}-L_{\rm Bethe}.$$

It vanishes at $\eta=e^{-\gamma}=0.56$, where the two logarithms cross, and nowhere else.

For large $\eta$, $\psi(1+z)=\ln z+1/(2z)-1/(12z^2)+\dots$ at $z=i\eta$ has the real part $\ln\eta+1/(12\eta^2)$. Hence $\Delta_{\rm inv}\to-1/(12\eta^2)$: Bohr's logarithm needs almost nothing. The usual term, meanwhile, tends to $-\gamma-\ln\eta$, the step from Bethe's logarithm down to Bohr's. Someone who starts from Bohr and adds it takes that step twice. At $\eta=10$ the needed correction is $-0.0008$ and the one added is $-2.88$.

For small $\eta$ the fault is the opposite one. Each term of $\Delta_{\rm B}=-\sum_n\eta^2/[n(n^2+\eta^2)]$ is then small, and $\Delta_{\rm B}\to-\zeta(3)\eta^2$, where $\zeta(3)=\sum_n n^{-3}$. Bohr's logarithm is left almost uncorrected, although its inner length $Z_1/v^2$ is now shorter than the quantum length $1/v$. At $\eta=0.1$ it needs $-1.74$ and receives $-0.01$, so $L$ comes out 1.73 too large.

## Two ions in silicon

Take silicon with a rough mean excitation energy of 170 eV for $\omega$ and a rough density of 0.050 atoms per cubic angstrom, each with 14 electrons. An iron ion of 560 MeV, or 10 MeV per mass unit, is in the regime of heavy-ion irradiation tests of silicon devices. As a bare nucleus with $Z_1=26$ and $v=19.92$ it has

$$\eta=\frac{26}{19.92}=1.305,\qquad \frac{v^3}{Z_1\omega}=48.66.$$

Since $2v^2/\omega$ is $2\eta$ times the second number,

$$L_{\rm Bethe}=\ln(2\times1.305\times48.66)=4.84,$$

$$L_{\rm Bohr}=\ln(2\times0.5615\times48.66)=4.00.$$

The matching corrections are $-0.90$ and $-0.05$, and both routes lead to $L=3.95$. The wrong pairing gives $4.00-0.90=3.10$, which is 21 % below the model's correct value. With the prefactor 114 eV/Å, the stopping is about 450 eV/Å (4500 eV/nm) when correctly paired and 350 eV/Å when not. Bohr's logarithm with no correction at all would be only about 1 % above the model's value.

How far does the model itself reach? The joining distance must exceed $1/\sqrt\omega$ and stay below $v/\omega$. The ratio of these lengths is $v/\sqrt\omega=\sqrt{1.305\times48.66}\approx8$, a modest but usable window for the mean excitation energy. For the two innermost electrons, with a rough edge energy of 1800 eV, the ratio is only 2.4, and the leading logarithms are poor for them. The Barkas effect, the part of the loss that depends on the sign of the ion's charge, is about $+0.27$ in $L$ when estimated from classical oscillator trajectories at the mean frequency, and about $+0.32$ with the two shells described next. Replacing the leading logarithm by the full Born sum for two shells, the inner one with a rough edge energy of 1800 eV and the mean excitation energy kept, changes $L$ by about $-0.06$; three-shell partitions give $-0.08$ to $-0.09$. Both are smaller than the pairing error of $-0.84$. Relativity enters through $\beta^2=0.02$ and $Z_1\alpha\beta=0.03$, where $\beta$ is $v$ over the speed of light and $\alpha$ the fine-structure constant. The lowest-order Mott term, $\pi Z_1\alpha\beta/2\approx+0.04$ in $L$, is about as large as the inverse-Bloch term here.

Of the departures estimated here, the largest for a real iron ion is that it is not bare. A rough stripping rule gives a mean charge near 23. Treated as a point charge, this multiplies the prefactor by 0.80. Since $L$ rises slightly as $\eta$ falls, the stopping drops by about 18 %, a change comparable with the pairing error. The 450 eV/Å is therefore a result for a bare nucleus and not a prediction for an equilibrated beam. The pairing error does not go away: with the reduced charge it is still about $-0.7$ in $L$.

Boron at 10 MeV, in the regime of very deep implants, shows where the scheme runs out. Here $\eta=0.83$, the correct pairing gives $L=1.93$ and the wrong one 1.55, again 20 % low. But the estimated Barkas term is $+0.72$, larger than the pairing error, and the shell term is $-0.20$ to $-0.29$, depending on how the shells are divided. At $v^3/(Z_1\omega)=7.09$ Bohr's logarithm itself lies 0.24 below the mean of the classical trajectory results for the two signs of charge. The ion is not bare either: the rough stripping rule gives a charge near 4.4, which multiplies the prefactor by 0.76 and reduces the pairing error to $-0.25$. The window ratio is only $\sqrt{0.83\times7.09}\approx2.4$, so close and distant collisions are hardly separate. The model's 88 eV/Å should not be used as a range-table value. Nor can agreement or disagreement with a measured boron range settle which pairing is right, because the neglected terms can hide the difference. The derivation settles it, and its numerical support is in the output below.

## Values computed for the example and the checks

```
Yukawa test, range times wave number = 60 (no unit)
eta | quantum-classical, inverse Bloch | quantum-Born, Bloch
0.3 | -0.7273, -0.7272 | -0.0997, -0.1005
1.0 | -0.0947, -0.0947 | -0.6651, -0.6719
2.0 | -0.0215, -0.0214 | -1.2717, -1.2918
Bohr test at v^3/(Z1 w) = 400: trajectories 6.1060, formula 6.1074
Bethe test at 2v^2/w = 100: level sum 4.5738, logarithm 4.6052
Bethe test at 2v^2/w = 1000: level sum 6.9047, logarithm 6.9078
Bohr = Bethe at eta = 0.5615
eta 0.1: Bloch -0.0119, inverse Bloch -1.7373, wrong-pairing error 1.7254
eta 1.0: Bloch -0.6719, inverse Bloch -0.0947, wrong-pairing error -0.5772
eta 10.0: Bloch -2.8806, inverse Bloch -0.0008, wrong-pairing error -2.8798
Silicon (rough): I = 170 eV, K edge = 1800 eV, density = 0.050 atoms/A^3
iron: Z1 = 26, A = 56, energy = 560 MeV
  v = 19.920 a.u., eta = 1.3052, v^3/(Z1 w) = 48.66
  L_Bethe = 4.8444, Bloch term = -0.8965
  L_Bohr = 4.0008, inverse-Bloch = -0.0529
  correct L = 3.9479, wrong L = 3.1043, error = -0.8436 (-21.4 %)
  4 pi Z1^2 n/v^2 = 114.19 eV/A
  stopping: correct 450.8 eV/A (= 4508 eV/nm), wrong 354.5 eV/A
  neglected in L: Barkas 0.266 (classical oscillator), shell -0.064 (two-shell oscillator)
  rough mean charge = 23.3, (charge/Z1)^2 = 0.804, pairing error with it = -0.735
  relativity: beta^2 = 0.02113, Z1 alpha beta = 0.02758
boron: Z1 = 5, A = 11, energy = 10 MeV
  v = 6.050 a.u., eta = 0.8265, v^3/(Z1 w) = 7.09
  L_Bethe = 2.4611, Bloch term = -0.5289
  L_Bohr = 2.0744, inverse-Bloch = -0.1423
  correct L = 1.9321, wrong L = 1.5455, error = -0.3866 (-20.0 %)
  4 pi Z1^2 n/v^2 = 45.78 eV/A
  stopping: correct 88.5 eV/A (= 885 eV/nm), wrong 70.8 eV/A
  neglected in L: Barkas 0.721 (classical oscillator), shell -0.199 (two-shell oscillator)
  rough mean charge = 4.4, (charge/Z1)^2 = 0.763, pairing error with it = -0.252
  relativity: beta^2 = 0.00195, Z1 alpha beta = 0.00161
```
